# Finding All Roots of the Quasiparticle Equation with a Pole Self-Energy: verification in Python

```python
"""Roots of w = e + Sigma(w) for Sigma(w) = sum_k g_k^2 / (w - p_k).

Result under test: M distinct real poles p_k with nonzero couplings g_k give
exactly M + 1 real roots w_j, one per interval between poles, and the weights
Z_j = 1 / (1 - Sigma'(w_j)) sum to one. Linearized, Newton and bracketed root
searches are compared. e is the orbital energy including static self-energy;
f(w) = w - e - Sigma(w) is the inverse Green's function. Energies are in eV.
"""
import numpy as np


def sigma(w, p, g, order=0):
    """Self-energy (order 0) or its first or second derivative."""
    factor = (1.0, -1.0, 2.0)[order]
    return factor * np.sum(g**2 / (w - p)**(order + 1))


def residual(w, e, p, g):
    return w - e - sigma(w, p, g)


def newton_step(w, e, p, g):
    return w - residual(w, e, p, g) / (1.0 - sigma(w, p, g, 1))


def newton(start, e, p, g, tol=1e-9, max_steps=200):
    """Plain Newton; returns all iterates and a convergence flag."""
    path = [start]
    while abs(residual(path[-1], e, p, g)) > tol:
        if len(path) > max_steps:
            return path, False
        path.append(newton_step(path[-1], e, p, g))
    return path, True


def interval_edges(e, p, g):
    reach = 2.0 * np.sqrt(np.sum(g**2))
    return np.concatenate(([min(e, p[0]) - reach], p,
                           [max(e, p[-1]) + reach]))


def bracketed(low, high, e, p, g, use_newton=True, tol=1e-10):
    """Safeguarded Newton, or pure bisection; returns root and point count."""
    w = 0.5 * (low + high)
    value = residual(w, e, p, g)
    count = 1
    while abs(value) > tol and high - low > 1e-14 * max(1.0, abs(w)):
        if value < 0:
            low = w
        else:
            high = w
        accepted = False
        if use_newton:
            trial = newton_step(w, e, p, g)
            if low < trial < high:
                trial_value = residual(trial, e, p, g)
                count += 1
                accepted = abs(trial_value) <= 0.5 * abs(value)
                if accepted:
                    w, value = trial, trial_value
                elif trial_value < 0:
                    low = trial
                else:
                    high = trial
        if not accepted:
            w = 0.5 * (low + high)
            value = residual(w, e, p, g)
            count += 1
    return w, count


def all_roots(e, p, g, use_newton=True):
    edges = interval_edges(e, p, g)
    found = [bracketed(a, b, e, p, g, use_newton)
             for a, b in zip(edges[:-1], edges[1:])]
    roots = np.array([item[0] for item in found])
    counts = np.array([item[1] for item in found])
    weights = np.array([1.0 / (1.0 - sigma(w, p, g, 1)) for w in roots])
    return roots, weights, counts


def diagonalize(e, p, g):
    """Independent road: orbital coupled to M auxiliary levels."""
    matrix = np.diag(np.concatenate(([e], p)))
    matrix[0, 1:] = g
    matrix[1:, 0] = g
    values, vectors = np.linalg.eigh(matrix)
    return values, vectors[0]**2


# Random models: number of roots, positions, weights, moments, error bound.
rng = np.random.default_rng(7)
number_of_models = 40
worst_root = worst_weight = worst_sum = 0.0
for model in range(number_of_models):
    m = 1 + model % 10
    p = np.cumsum(rng.uniform(0.5, 3.0, m)) - 8.0
    g = rng.uniform(0.3, 2.0, m)
    e = rng.uniform(-10.0, 10.0)
    edges = interval_edges(e, p, g)
    assert residual(edges[0], e, p, g) < 0 < residual(edges[-1], e, p, g)
    roots, weights, _ = all_roots(e, p, g)
    values, exact_weights = diagonalize(e, p, g)
    # Phase winding on a large circle = zeros minus poles, complex zeros too.
    circle = 3 * np.max(np.abs(edges)) * np.exp(
        1j * np.linspace(0, 2 * np.pi, 721))
    phase = np.unwrap(np.angle([residual(z, e, p, g) for z in circle]))
    zeros = m + int(round((phase[-1] - phase[0]) / (2 * np.pi)))
    assert zeros == m + 1 == len(roots)
    assert np.all(roots[:-1] < p) and np.all(p < roots[1:])
    assert np.all(weights > 0) and np.all(weights < 1)
    worst_root = max(worst_root, np.max(np.abs(roots - values)))
    worst_weight = max(worst_weight, np.max(np.abs(weights - exact_weights)))
    worst_sum = max(worst_sum, abs(weights.sum() - 1))
    assert abs(weights @ roots - e) < 1e-7
    assert abs(weights @ roots**2 - e**2 - np.sum(g**2)) < 1e-6
    for j in range(m + 1):
        for t in (0.03, 0.3, 0.7, 0.97):
            w = edges[j] + t * (edges[j + 1] - edges[j])
            assert abs(w - values[j]) <= abs(residual(w, e, p, g)) + 1e-10
assert worst_root < 1e-8 and worst_weight < 1e-8 and worst_sum < 1e-8

# Two coincident poles count once: one of three levels carries no weight.
_, merged = diagonalize(0.0, np.array([1.0, 1.0]), np.array([0.6, 0.8]))
assert np.sum(merged > 1e-12) == 2

print(f"random models tested: {number_of_models}, M from 1 to 10")
print(f"largest root difference from diagonalization: {worst_root:.1e} eV")
print(f"largest weight difference: {worst_weight:.1e}")
print(f"largest deviation of weight sum from 1: {worst_sum:.1e}")

poles = np.array([-20.0, -14.0, 6.0, 12.0])
couplings = np.array([3.0, 2.0, 2.0, 3.0])
print("poles (eV):", *poles, " couplings (eV):", *couplings)

for name, e in (("A", -8.0), ("B", -13.5)):
    roots, weights, _ = all_roots(e, poles, couplings)
    values, exact_weights = diagonalize(e, poles, couplings)
    assert np.allclose(roots, values, atol=1e-9)
    assert np.allclose(weights, exact_weights, atol=1e-9)
    own = np.searchsorted(poles, e)
    target = values[own]
    s0, s1 = (sigma(e, poles, couplings, k) for k in (0, 1))
    z_lin = 1 / (1 - s1)
    w_lin = e + z_lin * s0
    # Tangent from finite differences, intersected with the line w - e.
    h = 1e-5
    slope = (sigma(e + h, poles, couplings)
             - sigma(e - h, poles, couplings)) / (2 * h)
    assert abs(w_lin - (e + s0 / (1 - slope))) < 1e-6
    bounds = sorted(-0.5 * z_lin * sigma(x, poles, couplings, 2)
                    * (target - e)**2 for x in (e, target))
    assert bounds[0] < w_lin - target < bounds[1]
    delta = 1e-3
    ratio = (newton_step(target + delta, e, poles, couplings)
             - target) / delta**2
    predicted = -0.5 * weights[own] * sigma(target, poles, couplings, 2)
    assert abs(ratio / predicted - 1) < 0.02
    path, converged = newton(e, e, poles, couplings)
    assert converged and abs(path[-1] - target) < 1e-8
    assert abs(path[1] - w_lin) < 1e-12

    print(f"case {name}: e = {e} eV, Sigma(e) = {s0:.4f} eV, "
          f"Sigma'(e) = {s1:.4f}")
    for j, (w, z) in enumerate(zip(roots, weights), 1):
        print(f"  root {j}: {w:.6f} eV, weight {z:.6f}")
    print(f"  sum of weights {weights.sum():.10f}, "
          f"sum of Z*w {weights @ roots:.6f} eV")
    print(f"  linearized: {w_lin:.6f} eV, Z(e) = {z_lin:.4f}, "
          f"error {w_lin - target:.6f} eV")
    print(f"  error bounds: {bounds[0]:.6f} to {bounds[1]:.6f} eV")
    print(f"  quadratic error coefficient: {predicted:.5f} per eV")
    for n, w in enumerate(path):
        print(f"  Newton {n}: {w:.6f} eV, error {w - target:.1e} eV")

# Search comparison for case A.
e = -8.0
roots, weights, fast_counts = all_roots(e, poles, couplings)
bisected, _, slow_counts = all_roots(e, poles, couplings, use_newton=False)
assert np.allclose(bisected, roots, atol=1e-9)
assert fast_counts.sum() < slow_counts.sum()
print("case A, points evaluated for roots 1 to 5:")
print("  safeguarded Newton:", *fast_counts, " total", fast_counts.sum())
print("  bisection:", *slow_counts, " total", slow_counts.sum())

edges = interval_edges(e, poles, couplings)
print(f"outer bracket ends: {edges[0]:.4f} and {edges[-1]:.4f} eV")
reached = []
for j in range(len(roots)):
    start = 0.5 * (edges[j] + edges[j + 1])
    path, converged = newton(start, e, poles, couplings)
    assert converged
    reached.append(int(np.searchsorted(poles, path[-1])) + 1)
    print(f"  plain Newton from midpoint {start:.4f} eV: root {reached[-1]}")
assert len(set(reached)) < len(roots)

number_of_starts = 2000
starts = edges[0] + (edges[-1] - edges[0]) * (
    np.arange(number_of_starts) + 0.5) / number_of_starts
hits = np.zeros(len(roots), dtype=int)
own_hits = failures = 0
for start in starts:
    path, converged = newton(start, e, poles, couplings)
    if converged:
        final = np.searchsorted(poles, path[-1])
        hits[final] += 1
        own_hits += int(final == np.searchsorted(poles, start))
    else:
        failures += 1
assert own_hits < number_of_starts
print(f"plain Newton, {number_of_starts} even starts, hits on roots 1 to 5:",
      *hits)
print(f"  reached root of own interval: {own_hits}, unconverged: {failures}")

# Close to a pole one Newton step doubles the distance from it.
x = 1e-4
doubling = (newton_step(poles[2] + x, e, poles, couplings) - poles[2]) / x
assert abs(doubling - 2) < 1e-2
print(f"distance factor of a Newton step {x} eV above 6 eV: {doubling:.5f}")

# Weak satellite: position, weight and width of its Newton basin.
weak = couplings.copy()
weak[2] = 0.1
others = np.arange(len(poles)) != 2
c = poles[2] - e - sigma(poles[2], poles[others], weak[others])
offset = weak[2]**2 / c
values, exact_weights = diagonalize(e, poles, weak)
assert abs((values[3] - poles[2]) / offset - 1) < 1e-2
assert abs(exact_weights[3] / (weak[2]**2 / c**2) - 1) < 1e-2
for multiple, expected in ((0.1, True), (1.9, True), (2.1, False),
                           (-0.1, False)):
    path, converged = newton(poles[2] + multiple * offset, e, poles, weak)
    found = converged and abs(path[-1] - values[3]) < 1e-8
    assert found == expected
    print(f"  weak satellite, start x/x* = {multiple}: found = {found}")
print(f"weak coupling {weak[2]} eV: c = {c:.4f} eV, x* = {offset:.4e} eV")
print(f"  diagonalized offset {values[3] - poles[2]:.4e} eV, "
      f"weight {exact_weights[3]:.4e}")
print(f"  predicted weight g^2/c^2 = {weak[2]**2 / c**2:.4e}")

print("all assertions hold")
```

It prints:

```
random models tested: 40, M from 1 to 10
largest root difference from diagonalization: 4.1e-11 eV
largest weight difference: 8.0e-12
largest deviation of weight sum from 1: 8.2e-12
poles (eV): -20.0 -14.0 6.0 12.0  couplings (eV): 3.0 2.0 2.0 3.0
case A: e = -8.0 eV, Sigma(e) = 0.6810 eV, Sigma'(e) = -0.2165
  root 1: -20.765918 eV, weight 0.060815
  root 2: -14.524016 eV, weight 0.062935
  root 3: -7.435205 eV, weight 0.836254
  root 4: 6.261611 eV, weight 0.016739
  root 5: 12.463528 eV, weight 0.023257
  sum of weights 1.0000000000, sum of Z*w -8.000000 eV
  linearized: -7.440245 eV, Z(e) = 0.8220, error -0.005041 eV
  error bounds: -0.005544 to -0.004143 eV
  quadratic error coefficient: -0.01321 per eV
  Newton 0: -8.000000 eV, error -5.6e-01 eV
  Newton 1: -7.440245 eV, error -5.0e-03 eV
  Newton 2: -7.435205 eV, error -3.4e-07 eV
  Newton 3: -7.435205 eV, error -8.9e-16 eV
case B: e = -13.5 eV, Sigma(e) = 8.8265 eV, Sigma'(e) = -16.2374
  root 1: -21.313812 eV, weight 0.158672
  root 2: -15.268707 eV, weight 0.255881
  root 3: -11.473544 eV, weight 0.561830
  root 4: 6.193223 eV, weight 0.009223
  root 5: 12.362839 eV, weight 0.014394
  sum of weights 1.0000000000, sum of Z*w -13.500000 eV
  linearized: -12.987941 eV, Z(e) = 0.0580, error -1.514397 eV
  error bounds: -7.631026 to -0.062206 eV
  quadratic error coefficient: -0.14670 per eV
  Newton 0: -13.500000 eV, error -2.0e+00 eV
  Newton 1: -12.987941 eV, error -1.5e+00 eV
  Newton 2: -12.175835 eV, error -7.0e-01 eV
  Newton 3: -11.575584 eV, error -1.0e-01 eV
  Newton 4: -11.475147 eV, error -1.6e-03 eV
  Newton 5: -11.473544 eV, error -3.8e-07 eV
  Newton 6: -11.473544 eV, error -2.0e-14 eV
case A, points evaluated for roots 1 to 5:
  safeguarded Newton: 9 9 4 10 10  total 42
  bisection: 40 38 37 40 41  total 196
outer bracket ends: -30.1980 and 22.1980 eV
  plain Newton from midpoint -25.0990 eV: root 2
  plain Newton from midpoint -17.0000 eV: root 3
  plain Newton from midpoint -4.0000 eV: root 3
  plain Newton from midpoint 9.0000 eV: root 3
  plain Newton from midpoint 17.0990 eV: root 3
plain Newton, 2000 even starts, hits on roots 1 to 5: 63 129 1738 34 36
  reached root of own interval: 961, unconverged: 0
distance factor of a Newton step 0.0001 eV above 6 eV: 1.99963
  weak satellite, start x/x* = 0.1: found = True
  weak satellite, start x/x* = 1.9: found = True
  weak satellite, start x/x* = 2.1: found = False
  weak satellite, start x/x* = -0.1: found = False
weak coupling 0.1 eV: c = 14.9538 eV, x* = 6.6872e-04 eV
  diagonalized offset 6.6869e-04 eV, weight 4.4712e-05
  predicted weight g^2/c^2 = 4.4719e-05
all assertions hold
```
